# EXAFS distances, crystallographic distances and perpendicular vibrations

**Q:** I fit the first shell of an EXAFS spectrum at two temperatures and get two distances. Their difference is the thermal expansion of that interatomic distance. Diffraction gives the distance between the same two sites, so the two methods must agree. If one reports expansion and the other contraction, one of them has been analysed wrongly.

**A:** Both analyses can be right, because the two methods average different quantities. Let $\mathbf r=\mathbf r_j-\mathbf r_0$ be the instantaneous vector from the absorber to its neighbour. Diffraction locates the mean position of each atom, and the distance calculated from those positions is

$$R=|\langle\mathbf r\rangle| .$$

EXAFS depends on the instantaneous length $r=|\mathbf r|$. Suppose for the moment that its analysis delivers the mean bond length $\langle r\rangle=\langle|\mathbf r|\rangle$. That is the mean of a length, while $R$ is the length of a mean.

**Q:** If the atoms vibrate symmetrically about their sites, surely the long and short excursions cancel?

**A:** They cancel along the bond, but not across it. Let $\mathbf n$ be the unit vector along $\langle\mathbf r\rangle$ and write

$$\mathbf r=(R+x)\,\mathbf n+\mathbf p,\qquad \mathbf p\perp\mathbf n,\qquad \langle x\rangle=0,\quad \langle\mathbf p\rangle=0 .$$

Here $x$ and $\mathbf p$ are relative displacements, and $p^2=|\mathbf p|^2$ includes both transverse directions. A vector is at least as long as its projection, so $r\ge R+x$. Averaging gives

$$\langle r\rangle\ge R ,$$

with no assumption of small or harmonic vibrations. A sideways displacement lengthens the bond whether it goes left or right, so nothing offsets it.

**Q:** By how much does it lengthen the bond?

**A:** For small displacements, factor out $R+x$ and use $\sqrt{1+\epsilon}=1+\epsilon/2-\epsilon^2/8+\dots$:

$$r=(R+x)\sqrt{1+\frac{p^2}{(R+x)^2}}
=R+x+\frac{p^2}{2(R+x)}-\frac{p^4}{8(R+x)^3}+\dots$$

Next, insert $1/(R+x)=1/R-x/R^2+x^2/R^3-\dots$ and keep terms up to fourth order in the displacements:

$$r=R+x+\frac{p^2}{2R}-\frac{xp^2}{2R^2}+\frac{x^2p^2}{2R^3}-\frac{p^4}{8R^3}+\dots$$

The linear term averages to zero. To leading order,

$$\boxed{\langle r\rangle\simeq R+\frac{\langle p^2\rangle}{2R}}$$

If $\langle p^2\rangle$ is quoted per transverse direction, the two directions must be added first. The term in $\langle xp^2\rangle$ vanishes when $x\to-x$ is a symmetry of the distribution. In general it need not vanish, and it then belongs with the next-order corrections.

The derivation uses only averages over positions, so it holds for quantum as well as classical distributions. Zero-point motion therefore separates the two distances even at zero temperature.

**Q:** A constant offset would not trouble me, since I compare temperatures. Can it change the sign of the expansion?

**A:** The offset changes with temperature. Differentiate the boxed relation, dropping the derivative of $1/R$ because it is multiplied by the small $\langle p^2\rangle$:

$$\frac{d\langle r\rangle}{dT}\simeq\frac{dR}{dT}+\frac{1}{2R}\frac{d\langle p^2\rangle}{dT}.$$

If $R$ shrinks on heating, the mean bond still grows provided that

$$\frac{d\langle p^2\rangle}{dT}>2R\left|\frac{dR}{dT}\right| .$$

As long as $\langle p^2\rangle$ rises with temperature, the bond expansion is the more positive of the two at this order.

**Q:** That shows the signs may differ if I choose the derivatives freely. Is there a mechanical system that does it?

**A:** Put an atom B midway between two framework atoms A, held immobile at $z=\pm L$. B can move in three dimensions, and by symmetry its mean position is the origin, so $R=L$. I use Hartree atomic units, with temperature in kelvin. Each A–B bond has the Morse energy

$$V(r)=D\left(1-e^{-a(r-r_0)}\right)^2,\qquad f=V''(r_0)=2Da^2 .$$

The host adds a transverse energy $\kappa p^2/2$ for B. The separation $L$ adjusts to zero pressure, and the statistics are classical.

The lengths of the two bonds are $r_{1,2}=\sqrt{(L\pm z)^2+p^2}$, so $\partial r_{1,2}/\partial L=(L\pm z)/r_{1,2}=\cos\theta_{1,2}$. Zero pressure means that the free energy is stationary in $L$, hence $\langle\partial U/\partial L\rangle=0$ for the total energy $U$. The two bonds contribute equally by symmetry, so each satisfies

$$\langle V'(r)\cos\theta\rangle=0 .$$

Let $\delta=r-r_0$ and expand the bond force:

$$V'=2Da\,e^{-a\delta}\left(1-e^{-a\delta}\right)
=2Da\left(a\delta-\tfrac32a^2\delta^2+\dots\right)
=f\left(\delta-\tfrac32a\delta^2+\dots\right).$$

The deviation of $\cos\theta$ from one is about $-p^2/(2R^2)$. Multiplied by $V'$ and averaged, it contributes only at order $T^2$: the term in $\langle xp^2\rangle$ vanishes by symmetry, and the leading terms that remain are of order $T^2$. At first order in $T$ we therefore have $\langle\delta\rangle=\frac32a\langle\delta^2\rangle$, and $\langle\delta^2\rangle=\langle x^2\rangle$.

Along the axis, B feels two bond springs, with total constant $2f$. Across it, B feels $\kappa$ in each of two directions, since the bonds carry no tension at leading order. Equipartition gives

$$\langle x^2\rangle=\frac{k_BT}{2f},\qquad
\langle p^2\rangle=\frac{2k_BT}{\kappa}.$$

The mean bond follows from the first of these, and $R$ from subtracting the perpendicular term:

$$\langle r\rangle-r_0=\frac{3a}{4f}\,k_BT,\qquad
R-r_0=\left(\frac{3a}{4f}-\frac{1}{\kappa r_0}\right)k_BT .$$

The bond expands through its own anharmonicity. The framework distance contracts when

$$\kappa<\frac{4f}{3ar_0}.$$

**Q:** So the bond is longer, but it spends its length on sideways excursions and pulls the framework in?

**A:** Yes, in this model. The opposite limit is also useful. As $\kappa\to\infty$, transverse motion disappears, $R=\langle r\rangle$, and both distances expand at the same rate. As $\kappa\to0$, the formula predicts an unlimited contraction, but it has by then lost its validity: it requires $\langle p^2\rangle\ll R^2$ and also $f\langle p^2\rangle\ll\kappa R^2$, so that the bonds' own resistance to sideways motion, treated below, stays small beside the host spring.

**Q:** Give me numbers for the soft case.

**A:** Take round parameters: $r_0=3.6$, $D=0.10$, $a=0.9$ and $\kappa=0.02$. Then $f=2(0.10)(0.9)^2=0.162$. The coefficients of $k_BT$, in bohr per hartree, are

$$\frac{3(0.9)}{4(0.162)}=4.17,\qquad
4.17-\frac{1}{(0.02)(3.6)}=4.17-13.89=-9.72 .$$

Direct integration over B's positions at 5 K gives $4.17$ and $-9.70$. That temperature serves to test the classical linear law; a real solid would be dominated by zero-point motion there. The range 200–600 K used below is not safely classical for real masses either. The longitudinal constant $2f$ corresponds to $\hbar\omega/k_B\approx1050$ K for an oxygen mass and $530$ K for a copper mass. Harmonic quantum amplitudes then reduce the first-order bond expansion over that range from $0.0053$ bohr to about $0.0028$ and $0.0044$ bohr, while $R$ still contracts. The predicted sign change lies at $\kappa=0.0667$, well above the chosen $0.02$.

With the full Morse bonds, the averages in bohr are:

| $T$ (K) | $R$ | $\langle r\rangle$ | $\langle p^2\rangle/(2R)$ |
|---|---|---|---|
| 200 | 3.59423 | 3.60275 | 0.00854 |
| 400 | 3.58907 | 3.60568 | 0.01668 |
| 600 | 3.58435 | 3.60875 | 0.02455 |

From 200 to 600 K, $R$ changes by $-0.0099$ bohr, or $-0.0052$ Å. The perpendicular term rises by $0.0160$ bohr, so the leading formula predicts

$$\Delta\langle r\rangle\simeq-0.0099+0.0160=+0.0061\ \text{bohr}.$$

The direct average gives $+0.0060$ bohr, or $+0.0032$ Å. The small difference comes from the fourth-order terms, which change by about $-0.0001$ bohr. With a stiff host spring, $\kappa=0.2$, the same heating changes $R$ by $+0.0036$ and $\langle r\rangle$ by $+0.0053$ bohr: the signs agree, but the sizes still differ.

**Q:** Your $\langle p^2\rangle$ should triple between 200 and 600 K. The perpendicular term does not quite triple.

**A:** Indeed, $\langle p^2\rangle$ goes from $0.0614$ to $0.1760$ bohr², a factor of $2.87$. The bonds resist large sideways excursions. Equipartition for the two transverse coordinates reads

$$\kappa\langle p^2\rangle+2\left\langle\frac{p^2V'(r)}{r}\right\rangle=2k_BT .$$

A large $p^2$ stretches a bond by $p^2/(2R)$ and raises $V'$ by about $fp^2/(2R)$. Zero pressure makes $\langle V'\rangle$ vanish at first order in $T$, so the covariance of $p^2$ with $V'$ contributes $f\,\mathrm{var}(p^2)/(2R^2)$ to the average in the second term. There is a smaller contribution of the same order in $T$. Motion along the bond changes $V'$ by $fx$ and $1/r$ by $-x/R^2$, which together give $-f\langle x^2\rangle\langle p^2\rangle/R^2$. The first-order results above turn this into $-\kappa\langle p^2\rangle^2/(4R^2)$. For a two-dimensional isotropic Gaussian, $\mathrm{var}(p^2)=\langle p^2\rangle^2$, so

$$\kappa\langle p^2\rangle\simeq2k_BT-\left(f-\frac{\kappa}{2}\right)\frac{\langle p^2\rangle^2}{R^2}.$$

Here $\kappa/2=0.01$ is much smaller than $f=0.162$. The correction is therefore negative, and at leading order it is quadratic in temperature, which makes the growth slower than linear.

**Q:** You assumed that EXAFS delivers $\langle r\rangle$. Is that what my fitted distance is?

**A:** Not without a correction. For one single-scattering shell in an orientationally averaged (powder) sample, where the polarisation factor drops out, in the plane-wave form, with the known scattering phase removed and the known $k$-dependent amplitude factors (backscattering amplitude and $1/k$) divided out,

$$\chi(k)\propto\left\langle\frac{e^{-2r/\lambda}}{r^2}\sin(2kr)\right\rangle .$$

Here $k$ is the photoelectron wavenumber and $\lambda$ its mean free path, taken as independent of $k$. The factor before the sine gives shorter distances more weight. Let $C_n$ be the cumulants of this weighted distance distribution. Its characteristic function is

$$\langle e^{2ikr}\rangle_w=\exp\left[\sum_{n\ge1}\frac{(2ik)^n}{n!}C_n\right].$$

Separating imaginary and real parts of the exponent gives

$$\text{phase}=2kC_1-\tfrac43k^3C_3+\dots,\qquad
\ln(\text{amplitude})=\text{const}-2k^2C_2+\tfrac23k^4C_4+\dots$$

The fitted distance $C_1$ is thus the mean of the weighted distribution, provided the fit includes $C_3$; otherwise the $k^3$ term of the phase leaks into the distance. To relate it to $\langle r\rangle$, write the weight as $e^{-g(r)}$ with $g=2\ln r+2r/\lambda$. Near $\langle r\rangle$ it is proportional to $1-g'\,(r-\langle r\rangle)$, where $g'\simeq2/R+2/\lambda$. Therefore

$$C_1\simeq\langle r\rangle-g'\left\langle(r-\langle r\rangle)^2\right\rangle .$$

At this order the variance may be replaced by $C_2$:

$$\langle r\rangle\simeq C_1+2C_2\left(\frac1R+\frac1\lambda\right).$$

**Q:** Is that large enough to matter in your example?

**A:** It is. I generated the sine signal from the model's distribution with $\lambda=12$ bohr and fitted four cumulants over $k=1.5$ to $6.0$ bohr$^{-1}$. At 400 K the fit gives $C_1=3.6027$ and $C_2=0.00417$. Using $C_1$ for $R$ in the small correction,

$$\langle r\rangle\simeq3.6027+2(0.00417)\left(\frac1{3.6027}+\frac1{12}\right)
=3.6027+0.0030=3.6057\ \text{bohr},$$

which agrees with the direct average in the table. From 200 to 600 K the raw $C_1$ rises by $0.0028$ bohr, or $0.0015$ Å, less than half the true bond expansion. After correction the rise is $0.0060$ bohr. A fit with only two cumulants falls short: depending on the $k$ range and weighting, the raw rise drops to between $0.0023$ and $0.0015$ bohr and the corrected rise to between $0.0055$ and $0.0047$ bohr.

The sign of the raw change is not guaranteed either. Combining the first-order results of the model gives

$$C_1-r_0\simeq\langle x^2\rangle\left(\frac{3a}{2}-\frac2{r_0}-\frac2\lambda\right).$$

Here the bracket is $1.35-0.72=0.63$, so $C_1$ rises. With a less anharmonic bond, $C_1$ could fall while $\langle r\rangle$ rises. Before comparing distances, establish whether the fitting procedure has already included the weight; applying the correction twice would be another error.

**Q:** Then I can convert to the crystallographic distance myself. Diffraction gives mean square displacements for both atoms, so I add their transverse parts and divide by $2R$.

**A:** That sum omits the correlation between the atoms. With $\mathbf u_0$ and $\mathbf u_j$ denoting their transverse displacements,

$$\langle p^2\rangle=\langle|\mathbf u_j-\mathbf u_0|^2\rangle
=\langle u_j^2\rangle+\langle u_0^2\rangle-2\langle\mathbf u_j\cdot\mathbf u_0\rangle .$$

The individual displacement parameters do not contain the last term. They do bound the result. The Cauchy–Schwarz inequality limits the correlation to $\pm\sqrt{\langle u_j^2\rangle\langle u_0^2\rangle}$, so

$$\left(\sqrt{\langle u_j^2\rangle}-\sqrt{\langle u_0^2\rangle}\right)^2
\le\langle p^2\rangle\le
\left(\sqrt{\langle u_j^2\rangle}+\sqrt{\langle u_0^2\rangle}\right)^2 .$$

For two atoms with equal amplitudes, the lower bound is zero: they may move sideways together without stretching the bond.

**Q:** How wrong can the simple sum be in a concrete case?

**A:** Consider a separate pair, both atoms mobile, with on-site transverse springs $\kappa_0$ and a mutual transverse spring $c$. For each direction the energy is

$$\tfrac12\kappa_0(u_0^2+u_j^2)+\tfrac12c(u_j-u_0)^2
=\tfrac12\kappa_0s^2+\tfrac12(\kappa_0+2c)q^2,$$

where $s=(u_j+u_0)/\sqrt2$ and $q=(u_j-u_0)/\sqrt2$. Equipartition gives $\langle s^2\rangle=k_BT/\kappa_0$ and $\langle q^2\rangle=k_BT/(\kappa_0+2c)$. Since $u_j-u_0=\sqrt2\,q$, summing two directions yields

$$\langle p^2\rangle=\frac{4k_BT}{\kappa_0+2c},\qquad
\langle u_j^2\rangle+\langle u_0^2\rangle
=2k_BT\left(\frac1{\kappa_0}+\frac1{\kappa_0+2c}\right).$$

For $\kappa_0=c=0.02$, the first is half the second. At 300 K they are $0.0633$ and $0.1267$ bohr². With the longitudinal separation held at $3.6$ bohr, direct averaging over both atoms gives a bond shift of $0.0088$ bohr. Ignoring correlation gives $0.0176$ bohr, twice as much. With $c=0$ the simple sum would be correct.

**Q:** So instead of forcing the two distances to agree, I could use their difference to find the relative motion?

**A:** Yes. Solving the leading relation for the perpendicular motion gives

$$\langle p^2\rangle\simeq2R\left(\langle r\rangle-R\right).$$

In the framework model at 400 K, the corrected EXAFS distance and $R$ differ by $0.0166$ bohr. Hence $\langle p^2\rangle\simeq2(3.589)(0.0166)=0.119$ bohr², against $0.120$ from the direct average. The estimate is sensitive to distance errors: an error of $0.001$ bohr in the difference changes $\langle p^2\rangle$ by $2(3.589)(0.001)=0.007$ bohr², about 6% of its value. A temperature-independent error in the scattering phase that is linear in $k$ cancels if you use changes between temperatures. Other shapes cancel only partly, because the damping shifts the weight of the fit across $k$ as the temperature changes. In this model a constant error of $0.2$ rad shifts $C_1$ by about $0.04$ bohr and leaves about $0.001$ bohr in its change from 200 to 600 K.

**Q:** When should I distrust this conversion?

**A:** Distrust it when $\langle p^2\rangle$ is not small compared with $R^2$, when the shell contains unresolved different distances, or when the cumulant series does not converge over the fitted $k$ range. If an atom hops between separated sites, its mean position may be one it rarely occupies, and the small-displacement expansion can fail although $\langle r\rangle\ge R$ remains true.

The inequality itself requires both averages to run over the same pairs. EXAFS selects an element, while diffraction averages over everything that occupies a site. In a random alloy such as (In,Ga)As, the Ga–As bonds are shorter than the site-to-site distance by several hundredths of an ångström and the In–As bonds longer, so $\langle r\rangle<R$ for Ga–As signals no error.

Also keep $R$ distinct from the lattice constant. In a crystal with free internal coordinates, $R$ can change because atoms shift within the cell. The framework model has no such freedom, and its immobile A atoms and classical statistics make it a demonstration of the mechanism, not a prediction for a particular solid. The remaining values are in the numerical output below.

**Q:** Then my two opposite signs are not yet evidence of a bad fit. I first have to ask whether the relative perpendicular motion accounts for the difference.

**A:** Yes, and that can be checked. Provided both methods average over the same pairs, which excludes mixed-occupancy sites, the difference $\langle r\rangle-R$ must not be negative beyond its uncertainty, and the $\langle p^2\rangle$ it implies must be compatible with the bounds set by the transverse diffraction amplitudes, allowing for the experimental uncertainties and for the higher-order terms neglected in the conversion. If either condition fails, you have a reason to look for an error in the data, the analysis or the assumed structure.

## Values computed for the example and the checks

```
Bond length at rest r0 = 3.600 bohr
Morse depth D = 0.100 hartree, exponent a = 0.900 1/bohr
Bond force constant f = 0.1620 hartree/bohr^2
Soft and stiff host springs = 0.020, 0.200 hartree/bohr^2
Mean free path = 12.0 bohr; fit range k = 1.5 to 6.0 1/bohr
Virial / (3 kB T) at 600 K = 1.00000000
Slopes per kB T, in bohr/hartree (formula, quadrature at 5 K):
  mean bond <r>: 4.167, 4.172
  lattice R:     -9.722, -9.704
Host spring at the sign change = 0.0667 hartree/bohr^2
Soft host spring, lengths in bohr, squares in bohr^2:
 200 K: R = 3.59423, <r> = 3.60275
   <p^2> = 0.06135, <x^2> = 0.00197
   <p^2>/(2R) = 0.00854, next order = -0.000018
   fit C1 = 3.60129, C2 = 0.00203, C3 = 2.10e-06
   <r> from fit after weight correction = 3.60275
 400 K: R = 3.58907, <r> = 3.60568
   <p^2> = 0.11972, <x^2> = 0.00397
   <p^2>/(2R) = 0.01668, next order = -0.000068
   fit C1 = 3.60267, C2 = 0.00417, C3 = 1.42e-05
   <r> from fit after weight correction = 3.60568
 600 K: R = 3.58435, <r> = 3.60875
   <p^2> = 0.17597, <x^2> = 0.00601
   <p^2>/(2R) = 0.02455, next order = -0.000145
   fit C1 = 3.60411, C2 = 0.00641, C3 = 4.18e-05
   <r> from fit after weight correction = 3.60874
Changes from 200 K to 600 K:
  lattice distance R: -0.00989 bohr = -0.00523 angstrom
  true mean bond <r>: +0.00600 bohr = +0.00318 angstrom
  raw EXAFS C1: +0.00283 bohr = +0.00150 angstrom
  corrected EXAFS <r>: +0.00599 bohr = +0.00317 angstrom
  perpendicular term: +0.01601 bohr = +0.00847 angstrom
Stiff control, same heating: R +0.00357, <r> +0.00532 bohr
<p^2> at 400 K: recovered 0.1192, direct 0.1197 bohr^2
Coupled pair at 300 K: on-site spring 0.020, coupling 0.020 hartree/bohr^2
  sum of individual squares = 0.12667 bohr^2
  relative mean square = 0.06334 bohr^2
  bond shift: direct 0.00878, relative formula 0.00880 bohr
  bond shift if correlation is ignored = 0.01759 bohr
```
